Which Spacing Does a Grazing-Incidence Diffraction Scan Measure?

A titanium nitride electrode in a hafnia capacitor may be only about ten nanometres thick. In an ordinary symmetric X-ray scan the beam soon passes through it into the substrate. The usual remedy is to fix the incidence angle at a degree or less, so that the beam has a long path in the film, and to move the detector alone. Peaks appear at definite scattering angles 2θ, and Bragg's law turns each into a lattice spacing. In which direction has that spacing been measured?

A natural answer is: along the film normal, as in the symmetric scan. The two patterns have the same horizontal axis, and Bragg's law, λ = 2d sinθ, does not contain the incidence angle. For an unstrained film of randomly oriented grains, the peaks even fall at the same angles, apart from a small refraction shift. These peak positions do not show which direction was measured. But Bragg's law fixes only the length of the scattering vector. Its direction must be found separately.

**The direction of the scattering vector**

Let z be the outward film normal and x the direction of the beam's projection on the surface. The incidence angle α is measured from the surface. The detector moves in the xz plane, and scattering is elastic, so both wavevectors have length k = 2π/λ. Refraction is left aside for the moment. The incoming beam points down into the film:

k_in = k (cosα, −sinα).

The outgoing beam is turned through 2θ from this direction and leaves at an angle 2θ − α above the surface:

k_out = k (cos(2θ−α), sin(2θ−α)).

The scattering vector is Q = k_out − k_in. Its components follow from the sum-to-product identities, in which the half-sum of the angles 2θ−α and α is θ and their half-difference is θ−α:

Q_x = k [cos(2θ−α) − cosα] = −2k sinθ sin(θ−α),

Q_z = k [sin(2θ−α) + sinα] = 2k sinθ cos(θ−α).

Thus Q has length 2k sinθ and makes with the film normal the angle

ψ = θ − α.

For θ > α the minus sign in Q_x means that Q leans back toward the source. At 2θ = 30° and α = 0.5°, the tilt is 14.5°.

A symmetric scan keeps α = θ, so ψ = 0 throughout. A fixed-incidence scan meets that condition at one point, 2θ = 2α, far below the diffraction peaks when α is about a degree. Making the incidence more grazing does not help: as α tends to zero, the tilt tends to θ. An incoming beam parallel to the surface does not imply a scattering vector normal to it.

Diffraction from planes of spacing d requires Q to equal a reciprocal lattice vector G, which has length 2π/d and points along the plane normal. Equality of lengths gives

2(2π/λ) sinθ = 2π/d, hence λ = 2d sinθ.

Equality of directions selects the grains: those whose plane normals are tilted by ψ. As 2θ changes, so does the set of grains that can contribute. This matters even without strain. Suppose every grain has one {111} normal within 10° of the film normal. Its other {111} normals make an angle arccos(1/3), more than 60°, with the first, or point into the opposite hemisphere. A 111 peak requiring a tilt of 17° would then be missing, although the material is present.

**What strain does to the peaks**

Let the film have equal strains ε∥ along both in-plane directions and ε⊥ along its normal, without shear. Assume first that every grain deforms as the film does. An atom at r₀ moves to r, with in-plane coordinates multiplied by 1 + ε∥ and the normal coordinate by 1 + ε⊥. Atoms that lay on one lattice plane still do, so the phases agree: G·r = G₀·r₀. Therefore the unstrained reciprocal vector is

G₀ = [(1+ε∥)G_x, (1+ε⊥)G_z].

Insert G = (2π/d)(−sinψ, cosψ) and take lengths, using |G₀| = 2π/d₀:

d = d₀ √[(1+ε∥)² sin²ψ + (1+ε⊥)² cos²ψ].

For small strains, (1+ε)² ≈ 1 + 2ε. The ones combine through sin²ψ + cos²ψ = 1, and √(1+2u) ≈ 1 + u. The measured strain (d−d₀)/d₀ is then

ε(ψ) = ε∥ sin²ψ + ε⊥ cos²ψ = ε⊥ + (ε∥ − ε⊥) sin²ψ.

It equals the out-of-plane strain if ψ = 0 or if the two strains are equal.

For an elastically isotropic film with in-plane stress σ in both directions and a free surface, Hooke's law gives

ε∥ = (σ − νσ)/E = (1−ν)σ/E,

ε⊥ = (0 − νσ − νσ)/E = −2νσ/E,

where E is Young's modulus and ν Poisson's ratio. Their difference is (1+ν)σ/E, and so

ε(ψ) = (σ/E)[(1+ν) sin²ψ − 2ν].

This vanishes at sin²ψ₀ = 2ν/(1+ν), whatever the stress. Within this linear law, a peak measured at that tilt sits at its unstrained position even in a heavily stressed film.

Someone who takes ε(ψ) for ε⊥ will infer the stress

σ_misread = −Eε(ψ)/(2ν) = σ[1 − sin²ψ/sin²ψ₀].

The inferred stress shrinks in magnitude with tilt, reaches zero at ψ₀, and then changes sign.

**Elastic constants for the example**

For a model TiN film I choose inputs of typical size, not measured values: a stress-free cubic lattice parameter a₀ = 0.424 nm and stiffnesses C₁₁ = 600, C₁₂ = 130 and C₄₄ = 165 GPa. Equal normal stresses give S₁₁ + 2S₁₂ = 1/(C₁₁+2C₁₂); differences of normal stresses give S₁₁ − S₁₂ = 1/(C₁₁−C₁₂). Together with S₄₄ = 1/C₄₄, these yield compliances of 1.806, −0.322 and 6.061 TPa⁻¹ for S₁₁, S₁₂ and S₄₄.

To pass from crystal to film, assume that every grain carries the same stress. In cubic axes the strain tensor is

ε_ij = S₁₂ (tr σ) δ_ij + (S₄₄/2) σ_ij + S₀ σ_ii δ_ij,

with no sum over i and S₀ = S₁₁ − S₁₂ − S₄₄/2 = −0.903 TPa⁻¹. The stress is σ_ij = σ(δ_ij − n_i n_j), where n is the film normal. Its trace is 2σ. Let q be the unit vector along Q, so q·n = cosψ. The strain along q is

ε = σ[2S₁₂ + (S₄₄/2) sin²ψ + S₀ Σ q_i²(1−n_i²)].

The diffracting grains have every rotation about q. Write n = q cosψ + t sinψ, with t a unit vector perpendicular to q. Averaged over rotation, t_i vanishes and t_i² becomes (1−q_i²)/2. Define Γ = q₁²q₂² + q₂²q₃² + q₃²q₁²; squaring Σq_i² = 1 gives Σq_i⁴ = 1 − 2Γ. Then

⟨Σ q_i²n_i²⟩ = (1−2Γ) cos²ψ + Γ sin²ψ = 1 − 2Γ − (1−3Γ) sin²ψ.

Subtracting this from Σq_i² = 1 and using S₄₄/2 + S₀ = S₁₁ − S₁₂ gives

ε = σ[2(S₁₂ + S₀Γ) + (S₁₁ − S₁₂ − 3S₀Γ) sin²ψ].

Over all directions, the mean of q₃⁴ is ∫₀¹ z⁴ dz = 1/5. Hence Σq_i⁴ averages to 3/5 and Γ to 1/5. Comparing with the isotropic law, in units of TPa⁻¹,

−ν/E = S₁₂ + S₀/5 = −0.502,

(1+ν)/E = S₁₁ − S₁₂ − 3S₀/5 = 2.669.

Their sum is 1/E = 2.167 TPa⁻¹, so E = 461 GPa and ν = 0.232. The example below gives every grain these averaged constants, as if it were elastically isotropic. Every grain then deforms as the film does.

**Five peaks from one film**

Let the stress be −3 GPa, negative for compression. The true strains are

ε∥ = 0.7683 × (−3)/461.4 = −0.500%,

ε⊥ = −2 × 0.2317 × (−3)/461.4 = +0.301%.

The film is squeezed in its plane and expands along its normal. The strain-free tilt is 37.8°.

The scan uses λ = 0.15406 nm and α = 1°. For each reflection I found numerically the plane orientation that satisfies the diffraction condition in a lattice strained by ε∥ in the plane and ε⊥ along the normal, with refraction at the surface. The resulting peak angles were then corrected for refraction, as derived below, and converted by Bragg's law. Here ψ is the tilt inside the film, and the last column is the stress obtained by misreading the strain as ε⊥.

hkl: ψ, strain, misread stress
111: 17.4°, +0.230%, −2.29 GPa
200: 20.3°, +0.205%, −2.04 GPa
220: 29.9°, +0.102%, −1.02 GPa
311: 36.1°, +0.024%, −0.24 GPa
222: 38.1°, −0.002%, +0.02 GPa

For 111, sin²ψ = 0.0889, and the strain law gives 0.301 − 0.801 × 0.0889 = 0.230%. The 222 peak lies just beyond the strain-free tilt. Misread, it reports an almost stress-free film when the stress is −3 GPa.

The 111 and 222 peaks are two orders of reflection from the same family of planes. If both measured the out-of-plane spacing, they would give the same lattice parameter. Here they give 0.4250 and 0.4240 nm, while the value along the normal is 0.4253 nm. They disagree because they come from grains tilted by different amounts.

The disagreement is useful. A least-squares line through the five strains against sin²ψ has intercept ε⊥ = 0.301%, and at sin²ψ = 1 it reaches ε∥ = −0.498%. Its slope, −0.799%, gives

σ = −0.00799 × 461/1.232 = −2.99 GPa.

The small departure from −3 GPa is of the size expected from the squared strains dropped in the linear law. A slightly wrong a₀ shifts all the strains nearly equally: it moves the intercept but hardly changes the slope.

**Refraction is not negligible**

For a free electron driven by a field 𝓔 at angular frequency ω, the displacement is e𝓔/(mω²) and the dipole moment −e²𝓔/(mω²). With n_e electrons per volume, the squared refractive index is 1 − n_e e²/(ε₀mω²). Writing the index as 1 − δ, with r_e = e²/(4πε₀mc²) and ω = 2πc/λ, gives

δ = r_e λ² n_e/(2π).

Four Ti and four N atoms per cubic cell supply 4(22+7) = 116 electrons, so δ = 1.62 × 10⁻⁵. Binding corrections and absorption are left out, and the film is taken to have the full crystal density; if it were 10% less dense, correcting with this δ would overstate the 111 strain by about 0.015%. The wavevector component along the surface is conserved: cosα = (1−δ) cosα_in. For small angles this becomes

α_in² = α² − 2δ,

which gives α_in = 0.945°. The critical angle √(2δ) is 0.326°; near or below it, this treatment without absorption fails.

Inside the film the wavelength is λ/(1−δ), which raises the Bragg angle from θ to θ_in = θ + δ tanθ. The internal exit angle is 2θ_in − α_in, and refraction on leaving adds δ cot(2θ−α) to it. Adding the external incidence angle α gives the observed scattering angle, which exceeds 2θ by

α − α_in + δ[2 tanθ + cot(2θ−α)].

This is about 0.056° for all five peaks. Its effect follows from differentiating ln d = constant − ln sinθ:

Δd/d = −cotθ Δθ.

Without the correction, the 111 strain would read 0.081% instead of 0.230%, and the 222 strain −0.063% instead of −0.002%. The tilt itself barely changes: for 111, external angles give 17.33° and the internal tilt is 17.35°.

**How far the example reaches**

A stress of a few gigapascals in compression is a plausible rough value for sputtered TiN, but deposition conditions can change it greatly. The example also assumes that all reflections share one elastic response, which cubic grains need not do. If each grain keeps its cubic stiffnesses and all carry the same stress, the formula with Γ gives, at the same tilts, 0.293, 0.116, 0.119, 0.012 and 0.028% for the five peaks in order. The 200 strain falls from 0.205 to 0.116%, and the points no longer share one line; a single line forced through them and read with the averaged constants gives −2.75 GPa instead of −3 GPa. The strain-free tilt then depends on the reflection too: it is 33.4° for 200 and 39.9° for 111. The 111 and 222 reflections have the same Γ, however, and still differ by 0.265%, against 0.233% in the isotropic case. Elastic differences between plane families cannot explain that gap.

Thin films also have broad peaks. For N planes, the intensity relative to its maximum is [sin(Nφ)/(N sinφ)]², with φ = kd sinθ. Solving numerically for half maximum with 41 (111) planes, a thickness of 10 nm, gives a width of 0.82° in 2θ. This is for a stack measured along the plane normal; for grains much wider than a 10 nm film, the tilt of the planes reduces the width by about cosψ, to 0.79°. A detector zero error of only +0.01° changes the 111 strain by −0.026%. Peak positions must therefore be found to a small fraction of their width. The width also causes a shift of its own: the polarization and atomic scattering factors fall with angle across the peak, and a geometric (Lorentz) factor that depends on grain shape acts with them. For equiaxed grains giving this width, the 111 maximum lies about 0.006° below the Bragg angle, which adds about 0.017% to the apparent strain unless it is corrected; for grains much wider than the film is thick, the figures are about 0.002° and 0.006%. Stress gradients, roughness and strong texture would require further modelling.

The belief is thus right for a symmetric scan, and harmless for spacings in a film whose strain is the same in every direction. In a stressed film at fixed grazing incidence, each peak needs its tilt recorded beside its spacing. To measure the out-of-plane spacing directly, the incidence angle must be set equal to the Bragg angle of the chosen peak.

Numbers in the example were calculated in double precision.
